**Quartz crystal thickness formula tested against a layered-plate calculation**

The program tests $t_f=\dfrac{\rho_qN_q}{\pi\rho_ffz}\arctan\left[z\tan\left(\pi\dfrac{f_q-f}{f_q}\right)\right]$ and its small-shift limit, Sauerbrey's law. Here $f_q$ and $f$ are the bare and coated frequencies, $\rho_q$ and $\rho_f$ the densities of quartz and film, $N_q$ the bare frequency times the quartz thickness, and $z$ the shear impedance of quartz divided by that of the film. A Ritz calculation obtains the plate frequency from kinetic and elastic energy alone, and the program asserts that the formula then returns the film thickness for soft, matched and stiff films; the worst relative error is 7.6e-13. It also asserts the added $\pi$ below half the bare frequency, the period law for equal impedances, and the series coefficients. Doubling a thin film's mass multiplies the effect of its stiffness on the frequency by 7.94, close to the factor of 8 expected at third order. For a fluorocarbon film that lowers a 6 MHz crystal by 80 kHz, the output gives 4876.7 nm, against 4917.2 nm from Sauerbrey's law. Among the changes sized for this film, a 10 % higher density has the largest effect, −434.6 nm.

## Verification by program

```python
"""
Thickness of a film on a quartz crystal from the crystal's shear frequency.

Result under test (fundamental thickness-shear mode, f_q/2 < f < f_q):
    t_f = rho_q N_q / (pi rho_f f z) * arctan( z tan(pi (f_q - f)/f_q) )
and its limit for small shifts (Sauerbrey):
    rho_f t_f = rho_q N_q (f_q - f) / f_q**2
f_q, f       : frequency of the bare and of the coated crystal
rho_q, rho_f : densities of quartz and film
N_q          : f_q times quartz thickness, half the shear speed of quartz
z            : shear impedance of quartz divided by that of the film
Independent road: the frequency of the layered plate is found by a Ritz
calculation from kinetic and elastic energy, without any tangent equation.
SI units inside; engineering units in the printout.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh, eig
from scipy.optimize import brentq

# ---------------- inputs (rough typical values) ----------------
F_Q = 6.0e6            # Hz, bare crystal
RHO_Q = 2650.0         # kg/m3
N_Q = 1670.0           # Hz m
RHO_F = 2000.0         # kg/m3, plasma fluorocarbon
G_F = 1.0e9            # Pa, film shear modulus
SHIFT = 80.0e3         # Hz, fall of the reading

T_Q = N_Q / F_Q
V_Q = 2 * N_Q
G_Q = RHO_Q * V_Q**2
Z_Q = RHO_Q * V_Q


def impedance_ratio(rho_film, g_film):
    return Z_Q / np.sqrt(rho_film * g_film)


def thickness_zmatch(f, rho_film=RHO_F, g_film=G_F, branch=0):
    z = impedance_ratio(rho_film, g_film)
    phase = np.arctan(z * np.tan(np.pi * (F_Q - f) / F_Q)) + branch * np.pi
    return RHO_Q * N_Q / (np.pi * rho_film * f * z) * phase


def thickness_sauerbrey(f, rho_film=RHO_F):
    return RHO_Q * N_Q * (F_Q - f) / (F_Q**2 * rho_film)


def thickness_period(f, rho_film=RHO_F):
    return RHO_Q * N_Q * (1 / f - 1 / F_Q) / rho_film


# ---------------- Ritz model of the layered plate ----------------
DEGREE = 14
s, w = np.polynomial.legendre.leggauss(DEGREE + 4)
P = np.polynomial.legendre.legvander(s, DEGREE)
shape = [(1 - s) / 2, (1 + s) / 2]
slope = [-0.5 + 0 * s, 0.5 + 0 * s]
for j in range(1, DEGREE):
    shape.append((P[:, j + 1] - P[:, j - 1]) / np.sqrt(2 * (2 * j + 1)))
    slope.append(np.sqrt((2 * j + 1) / 2) * P[:, j])
shape, slope = np.array(shape), np.array(slope)
REF_MASS = (shape * w) @ shape.T
REF_STIFF = (slope * w) @ slope.T
N_BUBBLE = DEGREE - 1


def plate_mode(t_film, rho_film=RHO_F, g_film=G_F, t_quartz=T_Q,
               g_quartz=G_Q, coupling_sq=0.0, electrode=0.0):
    """Lowest nonzero mode: frequency, and outer/interface displacement.

    Unknown 0 is the bare quartz face, 1 the interface, 2 the film face.
    coupling_sq: piezoelectric coupling squared, shorted electrodes.
    electrode: areal mass on each quartz face.
    """
    size = 3 + 2 * N_BUBBLE
    q = [0, 1] + list(range(3, 3 + N_BUBBLE))
    m = [1, 2] + list(range(3 + N_BUBBLE, size))
    lossy = np.iscomplexobj(g_film)
    stiff = np.zeros((size, size), dtype=complex if lossy else float)
    mass = np.zeros((size, size))
    stiff[np.ix_(q, q)] += 2 * g_quartz / t_quartz * REF_STIFF
    mass[np.ix_(q, q)] += RHO_Q * t_quartz / 2 * REF_MASS
    spring = g_quartz * coupling_sq / t_quartz
    stiff[:2, :2] -= spring * np.array([[1, -1], [-1, 1]])
    mass[0, 0] += electrode
    mass[1, 1] += electrode
    if t_film > 0:
        stiff[np.ix_(m, m)] += 2 * g_film / t_film * REF_STIFF
        mass[np.ix_(m, m)] += rho_film * t_film / 2 * REF_MASS
    else:
        stiff, mass = stiff[np.ix_(q, q)], mass[np.ix_(q, q)]
    if lossy:
        values, vectors = eig(stiff, mass)
        u = vectors[:, np.argsort(values.real)[1]]
    else:
        u = eigh(stiff, mass)[1][:, 1]
    # the stationary quotient removes rounding error of the eigenvalue
    omega_sq = (u @ stiff @ u) / (u @ mass @ u)
    ratio = u[2] / u[1] if t_film > 0 else 1.0
    return np.sqrt(omega_sq) / (2 * np.pi), ratio


# ---------------- tests ----------------
assert abs(plate_mode(0.0)[0] / F_Q - 1) < 1e-9

# the formula returns the thickness of soft, matched and stiff films
RHO_M = 5000.0
G_M = Z_Q**2 / RHO_M
worst = 0.0
for rho, g in [(RHO_F, G_F), (RHO_M, G_M), (4000.0, 150e9)]:
    previous = F_Q
    for t in (2e-6, 5e-6, 20e-6, 40e-6):
        f, ratio = plate_mode(t, rho, g)
        assert F_Q / 2 < f < previous
        previous = f
        worst = max(worst, abs(thickness_zmatch(f, rho, g) / t - 1))
        film_phase = 2 * np.pi * f * t / np.sqrt(g / rho)
        assert abs(ratio * np.cos(film_phase) - 1) < 1e-5
assert worst < 1e-7

# half frequency is reached at a quarter-wave film; beyond it add pi
v_f = np.sqrt(G_F / RHO_F)
t_quarter = v_f / (4 * (F_Q / 2))
assert abs(plate_mode(t_quarter)[0] / (F_Q / 2) - 1) < 1e-8
f_thick = plate_mode(90e-6)[0]
assert f_thick < F_Q / 2 and thickness_zmatch(f_thick) < 0
assert abs(thickness_zmatch(f_thick, branch=1) / 90e-6 - 1) < 1e-7

# equal impedances: the period law is exact even for a thick film
f_equal = plate_mode(40e-6, RHO_M, G_M)[0]
assert abs(thickness_period(f_equal, RHO_M) / 40e-6 - 1) < 1e-7
assert abs(thickness_sauerbrey(f_equal, RHO_M) / 40e-6 - 1) > 0.05

# power series of the areal mass in the relative shift x
x, zs = sp.symbols("x z", positive=True)
exact = sp.atan(zs * sp.tan(sp.pi * x)) / (sp.pi * zs * (1 - x))
series = sp.series(exact, x, 0, 4).removeO()
claimed = x + x**2 + x**3 * (1 + sp.pi**2 * (1 - zs**2) / 3)
assert sp.simplify(sp.expand(series - claimed)) == 0

# the same third-order coefficient from the Ritz frequency of a thin film
z_f = impedance_ratio(RHO_F, G_F)
t_thin = 1.5e-6
x_thin = 1 - plate_mode(t_thin)[0] / F_Q
found = (RHO_F * t_thin / (RHO_Q * T_Q) - x_thin - x_thin**2) / x_thin**3
expected = 1 + np.pi**2 * (1 - z_f**2) / 3
assert abs(found / expected - 1) < 0.02


# stiffness changes the shift only at third order in the film mass
def stiffness_effect(areal_mass):
    soft = plate_mode(areal_mass / RHO_F)[0]
    matched = plate_mode(areal_mass / RHO_M, RHO_M, G_M)[0]
    return (matched - soft) / F_Q


order_ratio = stiffness_effect(4e-3) / stiffness_effect(2e-3)
assert abs(order_ratio - 8) < 0.4

# ---------------- worked example ----------------
f_read = F_Q - SHIFT
x_read = SHIFT / F_Q
theta = np.pi * x_read
film_phase = np.arctan(z_f * np.tan(theta))
prefactor = RHO_Q * N_Q / (np.pi * RHO_F * f_read * z_f)
t_z = thickness_zmatch(f_read)
t_s = thickness_sauerbrey(f_read)
t_p = thickness_period(f_read)
f_back, face_ratio = plate_mode(t_z)
assert abs(f_back - f_read) < 0.01
hz_per_nm = F_Q**2 * RHO_F / (RHO_Q * N_Q) * 1e-9
ng_per_hz = RHO_Q * N_Q / F_Q**2 * 1e8      # kg/m2 -> ng/cm2

cross = brentq(lambda d: thickness_zmatch(F_Q - d)
               - thickness_sauerbrey(F_Q - d), 5e3, 2e5)
cross_series = F_Q / (np.pi**2 * (z_f**2 - 1) / 3 - 1)
assert abs(cross_series / cross - 1) < 0.05

# ---------------- sizes of neglected effects ----------------
t_half_g = thickness_zmatch(f_read, g_film=G_F / 2)
t_double_g = thickness_zmatch(f_read, g_film=2 * G_F)
t_dense = thickness_zmatch(f_read, rho_film=1.1 * RHO_F)

LOSS = 0.1                                   # rough loss tangent
g_lossy = G_F * (1 + 1j * LOSS)
f_lossy = plate_mode(t_z, g_film=g_lossy)[0]
f_iter = complex(f_read)                     # wave equation with loss
for _ in range(80):
    wave = np.tan(2 * np.pi * f_iter * t_z / np.sqrt(g_lossy / RHO_F))
    f_iter = F_Q * (1 - np.arctan(np.sqrt(RHO_F * g_lossy) / Z_Q * wave)
                    / np.pi)
assert abs(f_lossy - f_iter) < 0.1
err_loss = thickness_zmatch(f_lossy.real) - t_z
quality = f_lossy.real / (2 * f_lossy.imag)

COUPLING = 0.088                             # rough, AT-cut quartz
f_short = plate_mode(0.0, coupling_sq=COUPLING**2)[0]
drop = 1 - f_short / F_Q
assert abs(drop / (4 * COUPLING**2 / np.pi**2) - 1) < 0.02
g_cal = G_Q * (F_Q / f_short)**2             # bare crystal back at f_q
f_piezo = plate_mode(t_z, g_quartz=g_cal, coupling_sq=COUPLING**2)[0]
err_piezo = thickness_zmatch(f_piezo) - t_z

ELECTRODE = 3.0e-3                           # kg/m2 on each face, rough
t_cal = brentq(lambda t: plate_mode(0.0, t_quartz=t,
               electrode=ELECTRODE)[0] - F_Q, 0.95 * T_Q, T_Q)
f_elec = plate_mode(t_z, t_quartz=t_cal, electrode=ELECTRODE)[0]
err_elec = thickness_zmatch(f_elec) - t_z

STRESS, STRESS_COEF = 20e6, 3e-11            # Pa, 1/Pa, rough
df_stress = F_Q * STRESS_COEF * STRESS * t_z / T_Q
HEATING, DRIFT = 10.0, 1e-6                  # K, 1/K, rough
df_heat = F_Q * DRIFT * HEATING

# ---------------- printout ----------------
nm = 1e9
print(f"bare crystal frequency f_q: {F_Q/1e6:.3f} MHz")
print(f"reading f: {f_read/1e6:.3f} MHz; shift: {SHIFT/1e3:.0f} kHz")
print(f"quartz density: {RHO_Q/1e3:.2f} g/cm3; N_q: {N_Q:.0f} Hz m")
print(f"quartz thickness: {T_Q*1e6:.1f} um; shear speed: {V_Q:.0f} m/s")
print(f"quartz shear modulus: {G_Q/1e9:.2f} GPa")
print(f"film density: {RHO_F/1e3:.2f} g/cm3; modulus: {G_F/1e9:.2f} GPa")
print(f"film shear speed: {v_f:.1f} m/s")
print(f"quartz impedance: {Z_Q/1e6:.3f} 10^6 kg/(m2 s)")
print(f"film impedance: {Z_Q/z_f/1e6:.3f} 10^6 kg/(m2 s)")
print(f"impedance ratio z: {z_f:.3f}")
print(f"relative shift x: {x_read:.6f}; theta = pi x: {theta:.6f} rad")
print(f"tan(theta): {np.tan(theta):.6f}; z tan: {z_f*np.tan(theta):.6f}")
print(f"film phase (arctan): {film_phase:.6f} rad")
print(f"prefactor of arctan: {prefactor*nm:.1f} nm")
print(f"thickness, Z-match: {t_z*nm:.1f} nm")
print(f"thickness, Sauerbrey: {t_s*nm:.1f} nm")
print(f"thickness, period law: {t_p*nm:.1f} nm")
print(f"Sauerbrey error: {100*(t_s/t_z-1):+.2f} %")
print(f"period-law error: {100*(t_p/t_z-1):+.2f} %")
print(f"areal mass, Z-match: {RHO_F*t_z*1e5:.1f} ug/cm2")
print(f"Sauerbrey slope: {hz_per_nm:.2f} Hz/nm; {ng_per_hz:.2f} ng/cm2/Hz")
print(f"outer face / interface motion: {face_ratio:.4f}")
print(f"Ritz frequency at Z-match thickness: {f_back/1e6:.6f} MHz")
print("shift kHz | Sauerbrey nm | period law nm | Z-match nm")
for d in (10e3, 50e3, 80e3, 200e3, 400e3):
    f = F_Q - d
    t = thickness_zmatch(f)
    assert abs(plate_mode(t)[0] - f) < 0.01
    print(f"{d/1e3:5.0f} | {thickness_sauerbrey(f)*nm:.1f} | "
          f"{thickness_period(f)*nm:.1f} | {t*nm:.1f}")
print(f"accidental agreement at shift: {cross/1e3:.1f} kHz")
print(f"same from the series: {cross_series/1e3:.1f} kHz")
print(f"film thickness at f = f_q/2: {t_quarter*nm:.0f} nm")
print(f"worst relative thickness error in tests: {worst:.1e}")
print(f"third-order coefficient, Ritz: {found:.1f}; series: {expected:.1f}")
print(f"stiffness effect, mass doubled: x {order_ratio:.2f}")
print(f"modulus halved: {(t_half_g-t_z)*nm:+.1f} nm")
print(f"modulus doubled: {(t_double_g-t_z)*nm:+.1f} nm")
print(f"density 10 % higher: {(t_dense-t_z)*nm:+.1f} nm")
print(f"loss tangent {LOSS}: {err_loss*nm:+.2f} nm; Q: {quality:.0f}")
print(f"piezo coupling {COUPLING}: {err_piezo*nm:+.1f} nm")
print(f"electrodes {ELECTRODE*1e5:.0f} ug/cm2 per face: "
      f"{err_elec*nm:+.2f} nm")
print(f"film stress {STRESS/1e6:.0f} MPa, coefficient {STRESS_COEF:.0e} /Pa:")
print(f"  size {df_stress:.0f} Hz or {df_stress/hz_per_nm:.1f} nm")
print(f"heating {HEATING:.0f} K at {DRIFT*1e6:.0f} ppm/K: size "
      f"{df_heat:.0f} Hz or {df_heat/hz_per_nm:.1f} nm")
print("done: every assertion held")
```

Output:

```
bare crystal frequency f_q: 6.000 MHz
reading f: 5.920 MHz; shift: 80 kHz
quartz density: 2.65 g/cm3; N_q: 1670 Hz m
quartz thickness: 278.3 um; shear speed: 3340 m/s
quartz shear modulus: 29.56 GPa
film density: 2.00 g/cm3; modulus: 1.00 GPa
film shear speed: 707.1 m/s
quartz impedance: 8.851 10^6 kg/(m2 s)
film impedance: 1.414 10^6 kg/(m2 s)
impedance ratio z: 6.259
relative shift x: 0.013333; theta = pi x: 0.041888 rad
tan(theta): 0.041912; z tan: 0.262313
film phase (arctan): 0.256534 rad
prefactor of arctan: 19010.1 nm
thickness, Z-match: 4876.7 nm
thickness, Sauerbrey: 4917.2 nm
thickness, period law: 4983.7 nm
Sauerbrey error: +0.83 %
period-law error: +2.19 %
areal mass, Z-match: 975.3 ug/cm2
Sauerbrey slope: 16.27 Hz/nm; 12.29 ng/cm2/Hz
outer face / interface motion: 1.0338
Ritz frequency at Z-match thickness: 5.920000 MHz
shift kHz | Sauerbrey nm | period law nm | Z-match nm
   10 | 614.7 | 615.7 | 615.5
   50 | 3073.3 | 3099.1 | 3072.5
   80 | 4917.2 | 4983.7 | 4876.7
  200 | 12293.1 | 12717.0 | 11289.7
  400 | 24586.1 | 26342.3 | 18613.3
accidental agreement at shift: 48.5 kHz
same from the series: 48.2 kHz
film thickness at f = f_q/2: 58926 nm
worst relative thickness error in tests: 7.6e-13
third-order coefficient, Ritz: -124.6; series: -124.6
stiffness effect, mass doubled: x 7.94
modulus halved: -101.7 nm
modulus doubled: +53.8 nm
density 10 % higher: -434.6 nm
loss tangent 0.1: -1.07 nm; Q: 16775
piezo coupling 0.088: +13.9 nm
electrodes 300 ug/cm2 per face: -3.20 nm
film stress 20 MPa, coefficient 3e-11 /Pa:
  size 63 Hz or 3.9 nm
heating 10 K at 1 ppm/K: size 60 Hz or 3.7 nm
done: every assertion held
```
